# Oscillations at abrupt dopant edges in Crank-Nicolson diffusion

A dopant of concentration $c(x,t)$ diffuses with constant diffusivity $D$, so that $\partial_t c=D\,\partial_x^2c$. The mesh has cells of width $h$, the time step is $\Delta t$, and $u_j^n$ is the concentration in cell $j$ after $n$ steps. The Crank-Nicolson scheme averages the old and new second differences:

$$u_j^{n+1}-u_j^n=\frac r2\left(\delta^2u_j^{n+1}+\delta^2u_j^n\right),\qquad r=\frac{D\Delta t}{h^2},$$

with $\delta^2u_j=u_{j+1}-2u_j+u_{j-1}$. The mesh is unbounded until part (h). The problem is to find what this scheme does to an abrupt profile, and for how long.

## (a) By what factor does one step multiply a Fourier mode, and when is this factor near $-1$?

**Solution.** Insert $u_j^n=g^ne^{ij\theta}$, where $\theta=kh$ and $|\theta|\le\pi$. Since $e^{i\theta}+e^{-i\theta}-2=-4\sin^2(\theta/2)$, the second difference multiplies the mode by $-4\sin^2(\theta/2)$. With

$$s=4r\sin^2(\theta/2)$$

the scheme becomes $g-1=-\tfrac s2(g+1)$, and therefore

$$g=\frac{1-s/2}{1+s/2}.$$

If time were treated without error on the same mesh, the factor would be $e^{-s}$, which is always positive. For $s>0$ we have $(1+s/2)^2-(1-s/2)^2=2s>0$, so $|g|<1$ and the scheme is stable. But $g$ is negative for $s>2$: such a mode changes sign at each step.

The shortest wave on the mesh is the sawtooth $\theta=\pi$, with $s=4r$ and

$$g(\pi)=\frac{1-2r}{1+2r}.$$

This is $0.43$ for $r=0.2$, zero for $r=0.5$, $-0.5$ for $r=1.5$ and $-0.967$ for $r=30$. A high wavenumber is thus not sufficient on a given mesh; $r\gg1$ is needed too. If instead $h\to0$ at fixed $\Delta t$, then $s\to Dk^2\Delta t$ is unbounded in $k$, and $g\to-1$ as $k\to\infty$.

The decay rate for $s>2$ follows from

$$\ln|g|=\ln\frac{1-2/s}{1+2/s}=-2\,\mathrm{artanh}\frac2s=-\frac4s-\frac{16}{3s^3}-\dots$$

At $s=4r$ the leading term is $-1/r$. For large $r$ the sawtooth needs about $r$ steps to fall by a factor $e$, although diffusion should remove it within a small part of one step.

## (b) One cell is filled. What does one step make of it, and when does a non-negative profile stay non-negative?

**Solution.** Separate the part of $g$ that does not depend on wavenumber:

$$g=-1+\frac{2}{1+s/2},\qquad 1+\frac s2=1+r-r\cos\theta .$$

To return to the mesh, use the geometric sum, valid for $0<\rho<1$,

$$\sum_j\rho^{|j|}e^{ij\theta}=\frac{1-\rho^2}{1+\rho^2-2\rho\cos\theta}.$$

The denominator is proportional to $1+r-r\cos\theta$ if $(1+\rho^2)/(2\rho)=(1+r)/r$. The root below one is

$$\rho=\frac{1+r-\sqrt{1+2r}}{r}.$$

The denominator is then $(2\rho/r)(1+r-r\cos\theta)$. The two roots have product one, so $1/\rho=(1+r+\sqrt{1+2r})/r$, and the remaining prefactor is $r(1/\rho-\rho)/2=\sqrt{1+2r}$. Hence the response to a unit amount in cell 0 is

$$G_j=-\delta_{j0}+\frac{2\rho^{|j|}}{\sqrt{1+2r}} .$$

All entries with $j\ne0$ are positive. The central one is non-negative when $\sqrt{1+2r}\le2$, that is $r\le3/2$. Every non-negative profile is a sum of filled cells with non-negative weights, so this condition is sufficient; the single filled cell shows that it is necessary. For $r=30$ the filled cell goes to $-1+2/\sqrt{61}=-0.744$ of its initial value, a negative concentration.

## (c) Let $u_j^0=1$ for $j\le0$ and $0$ for $j>0$. Express the jump $d_n=u_0^n-u_1^n$ as an integral, and find the two edge cells.

**Solution.** The scheme is linear and the same in every cell, so the differences $v_j=u_j-u_{j+1}$ obey it too. Initially $v_j=\delta_{j0}$: the difference of a step is one filled cell. All its Fourier components have equal weight, which is why an abrupt edge excites the shortest waves. After $n$ steps

$$d_n=\frac1{2\pi}\int_{-\pi}^{\pi}g(\theta)^n\,d\theta .$$

The profile $1-u_{1-j}$ has the same initial values as $u_j$ and obeys the same scheme, so the two remain equal. Setting $j=0$ gives $u_0^n+u_1^n=1$, and

$$u_0^n=\frac{1+d_n}2,\qquad u_1^n=\frac{1-d_n}2 .$$

For one step, $d_1=G_0$. At $r=30$ this gives $u_0=0.128$ and $u_1=0.872$: the edge is inverted. Because $|g|\le1$ implies $|d_n|\le1$, neither edge cell becomes negative. A search for negative concentrations can therefore miss this fault.

## (d) Evaluate $d_n$ for large $r$. How long does the oscillation last?

**Solution.** Near $s=2$ the factor $g$ is close to zero, so $g^n$ contributes from two separate ranges.

For small $s$, $\ln g=-s-s^3/12-\dots$, so $g^n\approx e^{-ns}$ with $s\approx r\theta^2$. This range gives

$$\frac1{2\pi}\int_{-\infty}^{\infty}e^{-nr\theta^2}d\theta=\frac1{\sqrt{4\pi nr}},$$

which equals $h/\sqrt{4\pi Dt}$ at $t=n\Delta t$: the true slope of a diffused step times the cell width.

For large $s$, part (a) gives $g^n\approx(-1)^ne^{-4n/s}$. The exponential is negligible for $s\ll4n$, so the integral may be extended over all $\theta$. With $a=n/r$ and $\varphi=\theta/2$ it becomes $(-1)^nI(a)$, where

$$I(a)=\frac2\pi\int_0^{\pi/2}e^{-a/\sin^2\varphi}\,d\varphi,\qquad I(0)=1.$$

Differentiate with respect to $a$ and put $y=\cot\varphi$, for which $dy=-d\varphi/\sin^2\varphi$ and $1/\sin^2\varphi=1+y^2$:

$$\frac{dI}{da}=-\frac2\pi e^{-a}\int_0^\infty e^{-ay^2}dy=-\frac{e^{-a}}{\sqrt{\pi a}}.$$

This is also the derivative of $\mathrm{erfc}\sqrt a$, which equals one at $a=0$. Hence $I(a)=\mathrm{erfc}\sqrt a$ and

$$d_n\approx\frac1{\sqrt{4\pi nr}}+(-1)^n\,\mathrm{erfc}\sqrt{n/r}.$$

Neither approximation holds near $s=2$, where $g^n$ is negligible only if $n$ is large, so small $n$ needs a separate look. Direct time stepping of a step profile over 200 steps differs from this formula by at most 0.006 for $r=10$, 0.004 for $r=30$ and 0.002 for $r=100$, in units of the initial jump.

The second term is the numerical oscillation. After odd steps the edge is inverted as long as $\mathrm{erfc}\sqrt{n/r}$ exceeds $1/\sqrt{4\pi nr}$. For $r=30$ both the formula and the time stepping put the last inversion at step 119, about four times $r$. This multiple grows slowly with $r$: since $\mathrm{erfc}\sqrt a\approx e^{-a}/\sqrt{\pi a}$ for large $a=n/r$, the two terms are equal near $a=\ln(2r)$. In physical time the scale of the decay is $r\Delta t=D\Delta t^2/h^2$. The oscillation is persistent, but on a fixed mesh it decays, roughly as $e^{-n/r}$. The inversion ends first: for $r=30$ the jump still rises on even steps up to step 338.

## (e) Does a finer mesh help if $\Delta t$ is kept?

**Solution.** Write $g=-1+q$ with $q=2/(1+s/2)$. For two numbers $A,B$ of magnitude at most one, the factorization $A^n-B^n=(A-B)(A^{n-1}+A^{n-2}B+\dots+B^{n-1})$ gives $|A^n-B^n|\le n|A-B|$. With $A=g$ and $B=-1$,

$$|d_n-(-1)^n|\le\frac n{2\pi}\int_{-\pi}^{\pi}q\,d\theta=\frac{2n}{\sqrt{1+2r}},$$

where the average of $q$ is the $j=0$ term found in (b). At fixed $\Delta t$ and $n$ the right side vanishes in proportion to $h$, because $\sqrt r=\sqrt{D\Delta t}/h$. In the limit the full jump is reversed at every step and never decays. Refining the mesh alone makes the fault worse.

Shortening the step at fixed $h$ does help. For $r\le3/2$ the response in (b) has no negative entry, so the differences $v_j$ of the step stay non-negative and the edge stays monotonic in space. The jump can still alternate in time: at $r=3/2$ the first four values of $d_n$ are 0, 0.25, 0.09 and 0.13, against 0.24, 0.17, 0.14 and 0.12 without time error.

## (f) How smooth must an edge be for the oscillation to be harmless?

**Solution.** Round the unit edge with a Gaussian of standard deviation $\sigma$. Its slope is then minus a normalized Gaussian, whose Fourier transform is $e^{-k^2\sigma^2/2}$. Integration over $x$ gives

$$u(x)=\frac12-\frac1\pi\int_0^\infty e^{-k^2\sigma^2/2}\,\frac{\sin kx}{k}\,dk .$$

Let $h$ be much smaller than $\sigma$ and $\sqrt{D\Delta t}$, so that $s\approx Dk^2\Delta t$ where it matters. The modes that change sign have $k>k_c=\sqrt{2/(D\Delta t)}$. Since $|g|\le1$ and $|\sin kx|\le1$, their sum never exceeds

$$\frac1\pi\int_{k_c}^\infty e^{-k^2\sigma^2/2}\frac{dk}k=\frac1{2\pi}\int_{\sigma^2/(D\Delta t)}^\infty\frac{e^{-y}}y\,dy=\frac1{2\pi}E_1\!\left(\frac{\sigma^2}{D\Delta t}\right),$$

with $y=k^2\sigma^2/2$ and $dk/k=dy/(2y)$. Here $E_1$ is the exponential integral, which falls roughly as $e^{-y}/y$ for large argument. "Abrupt" thus means narrow compared with the diffusion length of one step, $\sqrt{D\Delta t}$.

For $D\Delta t=7.5\ \mathrm{nm^2}$ the bound is 0.025 of the edge height at $\sigma=3$ nm and $2.3\times10^{-4}$ at $\sigma=6$ nm. A discrete cosine transform of the sampled edge with $h=0.5$ nm gives initial sign-changing parts of 0.024 and $2.2\times10^{-4}$, so the bound is close.

## (g) Replace the first two steps by four backward-Euler steps of length $\Delta t/2$. What happens to the oscillation and to the accuracy?

**Solution.** A backward-Euler half step solves $u'-u=\tfrac r2\delta^2u'$, so its factor is $1/(1+s/2)$. It uses the same matrix as Crank-Nicolson. Four of them multiply the sawtooth by $(1+2r)^{-4}$, which is $61^{-4}$, below $10^{-7}$, for $r=30$.

For accuracy, look at the smooth modes. The total factor $F$ after time $n\Delta t$ satisfies

$$\ln F=(n-2)\left(-s-\frac{s^3}{12}\right)-4\left(\frac s2-\frac{s^2}8+\frac{s^3}{24}\right)+\dots$$

The linear terms add to $-ns$. The cubic terms without a factor $n$ are $+s^3/6-s^3/6=0$. So

$$\frac F{e^{-ns}}\approx1+\frac{s^2}2-\frac{ns^3}{12}.$$

The relative error of the edge slope is the average of the last two terms with weight $e^{-ns}\approx e^{-nr\theta^2}$. This is a Gaussian in $\theta$ of variance $1/(2nr)$. Its fourth and sixth moments are 3 and 15 times the second and third powers of the variance, so $\langle s^2\rangle=3/(4n^2)$ and $\langle s^3\rangle=15/(8n^3)$. Therefore

$$\text{relative error}\approx\frac3{8n^2}-\frac{15}{96n^2}=\frac7{32n^2}.$$

At fixed total time this is proportional to $\Delta t^2$: second order survives. The result holds for large $n$ and $nr$, relative to the slope on the same mesh without time error. Numerical quadrature over $\theta$ gives $n^2$ times the error as 0.222 for $n=100$, $r=30$ and 0.219 for $n=200$, $r=15$, against $7/32=0.219$.

## (h) Apply this to a shallow boron profile in silicon annealed near 1000 °C.

**Solution.** Take $D=1.5\ \mathrm{nm^2/s}$, a rough typical value for low boron concentration. The initial profile is a box of $N_0=2\times10^{18}\ \mathrm{cm^{-3}}$ down to $b=20$ nm, a dose of $4\times10^{12}\ \mathrm{cm^{-2}}$. The surface $x=0$ lets no boron through. The anneal lasts 60 s, with $h=0.5$ nm and $\Delta t=5$ s, so

$$r=\frac{1.5\times5}{0.5^2}=30,\qquad \sqrt{D\Delta t}=2.7\ \mathrm{nm}.$$

The closed surface is equivalent to a mirror image of the box at $x<0$, so the analytic solution is

$$c=\frac{N_0}2\left[\mathrm{erf}\frac{x+b}{2\sqrt{Dt}}-\mathrm{erf}\frac{x-b}{2\sqrt{Dt}}\right].$$

The cells on either side of the edge are centred at 19.75 and 20.25 nm. Their concentrations, in $10^{18}\ \mathrm{cm^{-3}}$, are:

| Step | Scheme, inside | Scheme, outside | Analytic, inside | Analytic, outside |
|---|---|---|---|---|
| 1 | 0.26 | 1.74 | 1.05 | 0.95 |
| 2 | 1.75 | 0.25 | 1.04 | 0.96 |
| 11 | 0.62 | 1.37 | 1.01 | 0.98 |
| 12 | 1.38 | 0.61 | 1.01 | 0.98 |

At step 12 the formula of (d) gives a relative jump of $0.015+0.371=0.386$, as the run does. The anneal ends long before the oscillation. The largest error is then 19 % of $N_0$, yet no concentration is negative. The dose is conserved, because $g=1$ at $k=0$. The depth where the boron falls to $10^{17}\ \mathrm{cm^{-3}}$ is 42.1 nm in both the scheme and the analytic solution. Neither dose nor junction depth reveals the fault here.

With the damped start and the same $h$ and $\Delta t$, the largest error falls to 0.04 % of $N_0$. Keeping plain Crank-Nicolson monotonic at every step, with $r\le3/2$, would require $\Delta t\le0.25$ s, or 240 steps instead of 12. If only the final profile matters, fewer suffice: the largest final error is 0.36 % of $N_0$ with 36 steps and 0.02 % with 48.

**The real case.** The sharp box is an idealization; an implanted profile is rounded. With $\sigma=6$ nm, plain Crank-Nicolson ends within 0.01 % of $N_0$ of the analytic result. The chosen concentration is modest, far below that of source and drain regions. Even so, the dependence of $D$ on concentration is not negligible. With a rough intrinsic carrier density $n_i=7\times10^{18}\ \mathrm{cm^{-3}}$, charge neutrality gives a hole density $p=N_0/2+\sqrt{N_0^2/4+n_i^2}=1.15\,n_i$. If boron diffusivity scales as $p/n_i$, and the built-in field adds the factor $1+N_0/\sqrt{N_0^2+4n_i^2}$, then $D$ at the peak rises by 32 %, and by less wherever the concentration is lower. A temperature 10 K higher raises $D$ everywhere by 28 %, for an activation energy of 3.5 eV. Both changes increase $r$ and so prolong the oscillation.

Segregation into a surface oxide that does not grow during the anneal removes about 2.5 % of the dose by diffusion. This estimate holds the silicon surface at $N_0$, takes an oxide concentration $N_0/0.3$, and uses $2(N_0/0.3)\sqrt{D_{ox}t/\pi}$ with a rough oxide diffusivity $D_{ox}=3\times10^{-18}\ \mathrm{cm^2/s}$. The length $\sqrt{D_{ox}t}=0.13$ nm is below one atomic layer, so the figure is only indicative, and trapping at the interface is left out. A growing oxide takes more, because it incorporates boron at up to $N_0/0.3$ per unit thickness: with the same inputs, 0.7 nm of growth in 60 s removes about 10 % of the dose and 2 nm about 22 %.

Implant damage also speeds diffusion. Suppose each boron ion leaves one extra silicon interstitial, which escapes to the surface from 10 nm depth. Dividing dose times depth by the interstitial transport capacity, roughly $10^{-16}\ \mathrm{cm^2/s}\times5\times10^{22}\ \mathrm{cm^{-3}}$ from self-diffusion, gives 0.8 s of additional normal diffusion. This adds $1.2\ \mathrm{nm^2}$ to $Dt=90\ \mathrm{nm^2}$. If the damage anneals at 800 °C during heating, the addition is about $11\ \mathrm{nm^2}$, taking 4.8 eV for self-diffusion. This is uncertain by a factor of about two: rough fits of $2980\,e^{-4.95\,\mathrm{eV}/k_BT}\ \mathrm{cm^2/s}$ for the interstitial part of self-diffusion and $0.76\,e^{-3.46\,\mathrm{eV}/k_BT}\ \mathrm{cm^2/s}$ for boron give about $20\ \mathrm{nm^2}$. If it anneals at a still lower temperature, the addition in this estimate is larger.

Numbers in the example were calculated in double precision.
